# The Seniority-Zero Hamiltonian as an All-to-All XXZ Spin Model

**Q.** You say that electrons confined to doubly occupied orbitals can be described as a magnet. Electrons are fermions with Coulomb repulsion. Where would a spin one-half come from?

**A.** From the fact that an orbital which may hold only a pair or nothing has two states. Seniority is the number of singly occupied orbitals, so I am speaking of the seniority-zero space. Let me fix the Hamiltonian first. With $M$ real orthonormal orbitals and in atomic units,

$$H=\sum_{pq\sigma}h_{pq}\,a^\dagger_{p\sigma}a_{q\sigma}+\tfrac12\sum_{pqrs}\sum_{\sigma\tau}(pq|rs)\,a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma},$$

$$(pq|rs)=\iint \frac{p(1)q(1)\,r(2)s(2)}{r_{12}}\,d1\,d2 .$$

A constant from nuclei or a frozen core may be added at the end. For each orbital define

$$S^+_p=a^\dagger_{p\alpha}a^\dagger_{p\beta},\qquad S^-_p=a_{p\beta}a_{p\alpha},\qquad S^z_p=\tfrac12(n_p-1),$$

where $n_p=n_{p\alpha}+n_{p\beta}$. An occupied orbital is "up" and an empty one is "down". This is called quasispin. It is unrelated to the electrons' real spin, which is zero in every paired state.

**Q.** Any two-state system can be labelled up and down. Do these operators obey the spin algebra, or do you merely name them so?

**A.** They obey it on the whole Fock space. Suppress the orbital index and move the fermion operators past each other:

$$S^+S^-=a^\dagger_\alpha a^\dagger_\beta a_\beta a_\alpha=n_\alpha n_\beta,$$
$$S^-S^+=a_\beta a_\alpha a^\dagger_\alpha a^\dagger_\beta=(1-n_\alpha)(1-n_\beta).$$

Subtracting, the products $n_\alpha n_\beta$ cancel:

$$[S^+,S^-]=n_\alpha+n_\beta-1=2S^z .$$

Since $S^+$ adds two electrons, it raises $S^z$ by one, so $[S^z,S^+]=S^+$. Operators of different orbitals commute, because each contains an even number of fermion operators. The length of the quasispin is

$$\mathbf S^2=\tfrac12(S^+S^-+S^-S^+)+(S^z)^2 .$$

For an empty or doubly occupied orbital this is $\tfrac12+\tfrac14=\tfrac34$, a spin one-half. For a singly occupied orbital every term vanishes, so it carries quasispin zero. Restricting to seniority zero therefore puts a spin one-half on every site.

**Q.** The Hamiltonian contains four-index integrals. A spin model with pair couplings has only two indices. What happened to the rest?

**A.** They break pairs, and the projection removes them. Let $N_p=n_p/2$, which is 0 or 1 here, so that $n_{p\alpha}=n_{p\beta}=N_p$. A one-electron term with $p\ne q$ moves one partner and leaves the other behind. Only $p=q$ survives, giving $2h_{pp}N_p$.

In the two-electron term, take equal spins first. The other spin's occupations do not change, so this spin's occupations must not change either. Either $p=q$ and $r=s$, which gives $+n_{p\sigma}n_{r\sigma}$ with integral $J_{pr}=(pp|rr)$, or $p=s$ and $r=q$. The latter gives

$$a^\dagger_{p\sigma}a^\dagger_{r\sigma}a_{p\sigma}a_{r\sigma}=-n_{p\sigma}n_{r\sigma},$$

with integral $(pr|rp)=K_{pr}$. Two spins times the prefactor one-half yield

$$\sum_{p\neq r}(J_{pr}-K_{pr})N_pN_r .$$

For opposite spins, the up and down occupations agree before the operator acts and must agree afterwards. One possibility is that neither changes. That gives $\sum_{pr}J_{pr}N_pN_r$, including $p=r$, where $N_p^2=N_p$. The other is that both partners move together from $q$ to $p$. The integral is then $(pq|pq)$, which equals $K_{pq}$ because the orbitals are real, and the operator is $S^+_pS^-_q$. The two spin orderings give the same operator and cancel the one-half.

Adding everything, with $W_{pq}=2J_{pq}-K_{pq}$,

$$H_0=\sum_p(2h_{pp}+J_{pp})N_p+\sum_{p\ne q}W_{pq}N_pN_q+\sum_{p\ne q}K_{pq}S^+_pS^-_q .$$

**Q.** That is a gas of hopping pairs. I still see no XXZ model, and I want to see the factors of two.

**A.** Insert $N_p=S^z_p+\tfrac12$. The product becomes

$$N_pN_q=S^z_pS^z_q+\tfrac12(S^z_p+S^z_q)+\tfrac14 .$$

In the sum over ordered pairs $p\ne q$, the two linear terms contribute equally because $W$ is symmetric, so together they give $\sum_pS^z_p\sum_{q\ne p}W_{pq}$. The quadratic term occurs twice for each unordered pair. For the transfer term,

$$S^+_pS^-_q+S^-_pS^+_q=2(S^x_pS^x_q+S^y_pS^y_q).$$

Collecting terms,

$$H_0=C+\sum_pB_pS^z_p+\sum_{p<q}\left[J^{\perp}_{pq}(S^x_pS^x_q+S^y_pS^y_q)+J^z_{pq}S^z_pS^z_q\right],$$

$$J^\perp_{pq}=2K_{pq},\qquad J^z_{pq}=2W_{pq}=4J_{pq}-2K_{pq},$$

$$B_p=2h_{pp}+J_{pp}+\sum_{q\ne p}W_{pq},$$

$$C=\tfrac12\sum_p(2h_{pp}+J_{pp})+\tfrac14\sum_{p\ne q}W_{pq}.$$

This is an XXZ Hamiltonian, but every site is coupled to every other, and fields and couplings vary from site to site. It is not the uniform nearest-neighbour chain that the name may suggest, and a result for that chain cannot simply be carried over.

**Q.** Give me a case small enough to check by hand.

**A.** Take two orbitals and one pair. The states are "pair in 1" and "pair in 2". Their Ising energy is $-J^z_{12}/4=-W_{12}/2$, which cancels the $+W_{12}/2$ in $C$. In the fields, $W_{12}$ drops out of $B_1-B_2$. What remains is

$$\begin{pmatrix}2h_{11}+J_{11}&K_{12}\\K_{12}&2h_{22}+J_{22}\end{pmatrix}.$$

This is right: a single pair has no second pair to repel, and it moves with amplitude $K_{12}$. For equal diagonal elements $2h_{pp}+J_{pp}$ and $K_{12}>0$, the lower state is the difference of the two configurations, the quasispin singlet.

The opposite limit drops the transverse terms. Each determinant is then an eigenstate of an Ising model, and correlation within this space has disappeared. The exchange integral still enters through $W_{pq}$, so this limit is not the same as setting $K_{pq}=0$ everywhere.

**Q.** What does the field mean? It contains repulsion from orbitals that may be empty.

**A.** It refers to a half-filled background. The diagonal closed-shell Fock element for orbital occupations $\nu_q$ is

$$F_{pp}=h_{pp}+\sum_q\nu_q\left(J_{pq}-\tfrac12K_{pq}\right).$$

Put one electron in every orbital, $\nu_q=1$. The term $q=p$ gives $J_{pp}/2$, because $K_{pp}=J_{pp}$, and the others give $W_{pq}/2$. Hence $B_p=2F_{pp}$. The Ising couplings correct for the actual occupations: turning spin $p$ up costs

$$B_p+\sum_{q\ne p}2W_{pq}\left(N_q-\tfrac12\right)=2h_{pp}+J_{pp}+2\sum_{q\neq p}W_{pq}N_q,$$

which is the energy of adding a pair among those present.

**Q.** And the dimension? A spin model on $M$ sites has $2^M$ states.

**A.** That counts all pair numbers together. With $N$ pairs, $N$ spins are up and $M-N$ are down, so the total is $S^z=N-M/2$. It is conserved, since each transfer flips one spin up and another down. The sector has one state for each choice of the $N$ occupied orbitals:

$$\dim=\binom MN .$$

Without the pairing restriction, up and down electrons choose their orbitals independently, giving $\binom MN^2$ determinants. For $M=20$ and $N=10$ the numbers are 184,756 and about $3.4\times10^{10}$. The restriction takes the square root of the dimension, but the growth is still exponential at half filling.

**Q.** Are the couplings ferromagnetic or antiferromagnetic?

**A.** In the form above, none is ferromagnetic. $K_{pq}$ is the electrostatic self-interaction of the charge density $p(\mathbf r)q(\mathbf r)$, so it is not negative. Expanding the square shows also that

$$J_{pq}-K_{pq}=\frac12\iint\frac{[p(1)q(2)-q(1)p(2)]^2}{r_{12}}\,d1\,d2\ge0 .$$

Therefore $J^z_{pq}-J^\perp_{pq}=4(J_{pq}-K_{pq})\ge0$. The couplings are antiferromagnetic and of easy-axis type: the $z$ part is at least as strong as the transverse part. Physically, pairs repel more strongly than they hop.

**Q.** You keep saying "in the form above". Is the anisotropy not a property of the molecule?

**A.** Not at a fixed number of pairs. Let the total $S^z$ have the value $m$, and choose any numbers $a_p$. Then

$$\sum_{p<q}(a_p+a_q)S^z_pS^z_q=\sum_pa_pS^z_p\sum_{q\ne p}S^z_q=\sum_pa_pS^z_p(m-S^z_p)$$
$$=m\sum_pa_pS^z_p-\tfrac14\sum_pa_p,$$

because $(S^z_p)^2=\tfrac14$. So the replacement

$$J^z_{pq}\to J^z_{pq}+a_p+a_q,\quad B_p\to B_p-ma_p,\quad C\to C+\tfrac14\sum_pa_p$$

leaves the sector's Hamiltonian unchanged. The identification with integrals given earlier is the one that holds for all pair numbers at once. Within one sector, the ratio $J^z/J^\perp$ can be altered without altering the physics.

**Q.** Then show me a real system, with this freedom put to use.

**A.** Take the carbon atom with a frozen $1s$ pair and four electrons in $2s$ and $2p$. The orbitals come from a restricted open-shell Hartree–Fock calculation on the quintet state in the cc-pVDZ basis. One electron in each of the four orbitals keeps the $p$ shell spherical. Here $M=4$, $N=2$, $m=0$, and there are six paired states out of 36 determinants. I write $s,x,y,z$ for the orbitals; the integrals labelled $J_{pp}$ and $K_{pp}$ between different $p$ orbitals in the numerical output are my $J_{xy}$ and $K_{xy}$. Energies omit the constant energy of the frozen core.

The integrals give $W_{sx}=2(15.486)-3.205=27.767$ eV and $W_{xy}=2(14.420)-0.815=28.024$ eV, up to rounding in the last digit. The fields are

$$B_s=2(-62.477)+16.109+3(27.767)=-25.54\ \text{eV},$$
$$B_x=2(-52.512)+16.050+27.767+2(28.024)=-5.16\ \text{eV}.$$

Their difference, $b=B_s-B_x=-20.38$ eV, favours a pair in $2s$. The anisotropy $J^z/J^\perp$ is 8.7 between $s$ and $p$, and 34 within the $p$ shell.

**Q.** Those ratios look like a nearly classical Ising magnet.

**A.** They look so, but here the anisotropy can be removed entirely. There are two distinct kinds of bond and two free numbers, $a_s$ and $a_x$. Requiring $J^z=J^\perp$ on both kinds gives

$$2a_x=J^\perp_{xy}-J^z_{xy},\qquad a_s+a_x=J^\perp_{sx}-J^z_{sx},$$

so $a_x=-27.21$ eV and $a_s=-21.92$ eV. Since $m=0$, the fields stay as they are. The constant becomes $C'=-104.19+(a_s+3a_x)/4=-130.08$ eV. With two or three orbitals the $M$ numbers always suffice. With a single pair, $N_pN_q=0$ for $p\ne q$, so any Ising coupling can be traded for fields and a constant whatever $M$ is; the same holds with a single empty orbital. For $2\le N\le M-2$, which needs $M\ge4$, the $M(M-1)/2$ couplings outnumber the shifts and an isotropic form cannot be expected; the symmetry of the atom makes it possible here.

Let $\mathbf T$ be the total quasispin of the three $p$ sites. The sum of $\mathbf S_i\cdot\mathbf S_j$ over their three bonds is $\tfrac12(\mathbf T^2-\tfrac94)$, so

$$H_0=C'+B_sS^z_s+B_xT^z+2K_{sx}\,\mathbf S_s\cdot\mathbf T+K_{xy}\left(\mathbf T^2-\tfrac94\right).$$

$\mathbf T^2$ is conserved. For $m=0$ we have $T^z=-S^z_s$, leaving two states for each multiplet: $s$ occupied with $T^z=-\tfrac12$, and $s$ empty with $T^z=+\tfrac12$. Their field energies are $\pm b/2$. Both have $S^z_sT^z=-\tfrac14$, which contributes $-K_{sx}/2$. The matrix element between them is

$$K_{sx}\sqrt{T(T+1)+\tfrac14}=K_{sx}\left(T+\tfrac12\right).$$

Diagonalizing this two-by-two matrix,

$$E=C'+K_{xy}\left[T(T+1)-\tfrac94\right]-\tfrac12K_{sx}\pm\sqrt{\tfrac14b^2+K_{sx}^2\left(T+\tfrac12\right)^2}.$$

Three spins one-half form $T=\tfrac32$ once and $T=\tfrac12$ twice, which accounts for all $2(1+2)=6$ states.

**Q.** Atoms have terms such as $^1S$ and $^1D$. Which are these?

**A.** The operator $T^+=\sum_iS^+_i$ creates $p$ pairs in the combination $x^2+y^2+z^2$, which rotations leave unchanged. So $T=\tfrac32$ is $^1S$. With $T=\tfrac12$ the pair amplitudes sum to zero, as in $x^2-y^2$, and these are two components of $^1D$. Acting with $T^+$ adds a rotationally invariant pair, so the labels also hold when $2s$ is empty. The lower levels are

$$E(^1D)=-130.081-1.223-1.602-10.684=-143.59\ \text{eV},$$
$$E(^1S)=-130.081+1.223-1.602-12.040=-142.50\ \text{eV}.$$

The first is $-5.2768$ hartree. The gap is 1.09 eV. Without $s$–$p$ pair transfer it would be $3K_{xy}=2.45$ eV. The transfer lowers both levels, but its matrix element is $2K_{sx}$ for $^1S$ and $K_{sx}$ for $^1D$, because the three $p$ sites act together in $^1S$. The difference of the square roots, $12.04-10.68=1.36$ eV, accounts for the reduction. Correspondingly, the probability that $2s$ is empty is 7.7% in $^1S$ and 2.3% in $^1D$. These digits belong to the cc-pVDZ basis. In cc-pVQZ, $b$ becomes $-20.32$ eV, the $s$–$p$ anisotropy 8.6, $E(^1D)$ falls by about 0.1 eV and the $^1S$ probability becomes 7.8%, while the gap stays at 1.09 eV. The $^3P$ spacing and the hybrid penalty found below shift by 0.01 and 0.02 eV, and the hybrid levels themselves fall by about 0.1 eV.

**Q.** You projected the Hamiltonian. Why should its eigenvalues be atomic levels at all?

**A.** In general they need not be. Here reflections help. The orbital $s$ is even under all three coordinate reflections, and each $p$ orbital is odd under its own. Paired states are even under all three. A state with two different open orbitals is odd under at least one reflection, and with four open orbitals it is odd under all three. The Hamiltonian cannot connect them to paired states, so the six levels are also eigenvalues of the unprojected four-orbital model. Its diagonalization without the pairing restriction, in the even-parity sector (an even number of electrons in $2s$, hence in $2p$, which inversion symmetry separates from the rest), was tested to contain the lower $^1D$ energy five times and the lower $^1S$ energy once. The other three $^1D$ components, of type $xy$, have two open orbitals: one level contains states of different seniority.

They are not levels of the real atom. The model leaves out excitations into other orbitals, relaxation of the core and of the orbitals for each term, and relativity. The first omission is not small: full configuration interaction of the four electrons in all 13 non-core cc-pVDZ orbitals puts $^1S$ 1.45 eV above $^1D$ instead of 1.09 eV, and $^1D$ 1.49 eV above $^3P$ instead of the 1.63 eV found below. Relaxing only the radial shapes of $2s$ and $2p$ for each term lowers these gaps by just 0.03 and 0.04 eV. The full-CI values are themselves not converged in the basis: in cc-pVTZ they become 1.44 and 1.34 eV.

**Q.** Carbon's ground term is $^3P$. I do not see it.

**A.** It has two unpaired electrons, so no seniority-zero calculation can contain it. Its position in this model follows simply. Put single electrons in $x$ and $y$, and let the remaining pair occupy $s$ or $z$. The pair's energy and its transfer between $s$ and $z$ do not depend on how the open spins are coupled. Only the interaction of the open electrons does: $J_{xy}+K_{xy}$ for the singlet, $J_{xy}-K_{xy}$ for the triplet. The singlet belongs to $^1D$, so $^3P$ lies $2K_{xy}=1.63$ eV below it, at $-145.22$ eV, as the diagonalization of the even-parity sector confirms. The spin model's lowest state is thus not the lowest state of the four electrons.

**Q.** Suppose I dislike $s$ and $p$ and use tetrahedral hybrids. The orbitals span the same space, so nothing should change.

**A.** Nothing changes for the full Hamiltonian, but the paired space itself changes. The hybrids $\tfrac12(s\pm x\pm y\pm z)$, with the signs of a tetrahedron, are equivalent. All fields are therefore equal, and so are all couplings. At $m=0$ the field drops out. With total quasispin $S$,

$$2K\sum_{p<q}(S^x_pS^x_q+S^y_pS^y_q)=K\left[S(S+1)-2\right],$$

since each of four sites contributes $(S^x_p)^2+(S^y_p)^2=\tfrac12$ to the square of the total and must be subtracted. Likewise $J^z\sum_{p<q}S^z_pS^z_q=\tfrac12J^z(0-4\cdot\tfrac14)=-\tfrac12J^z$. Thus

$$E_S=C+K\left[S(S+1)-2\right]-\tfrac12J^z .$$

With $C=-102.01$, $K=1.283$ and $J^z=54.34$ eV, the levels are $-131.75$ eV for $S=0$ (twofold), $-129.18$ eV for $S=1$ (threefold) and $-124.05$ eV for $S=2$ (once). The lowest lies 11.84 eV above the one obtained with atomic orbitals.

**Q.** So the map fails for hybrids?

**A.** The map does not fail; the restriction to pairs does. The projected fermion Hamiltonian, built directly from its definition, agreed with the spin Hamiltonian to about $10^{-13}$ eV for atomic, hybrid and randomly rotated orbitals. What differs is how much the projection discards. The one-electron integral between two hybrids has magnitude $|h_{ss}-h_{xx}|/4\approx2.5$ eV, and single-electron hopping breaks pairs. It is not the whole cause: setting $h_{ss}=h_{xx}$ removes this hopping, yet the lowest paired level of the hybrids still lies 5.1 eV above the atomic one. The largest discarded matrix element between determinants, taken over all pair numbers rather than only the two-pair sector of this example, is 3.34 eV; it also includes repulsion. For the atomic orbitals it vanishes to numerical accuracy.

There is a variational way to judge the choice. Every paired state is a real-spin singlet, so the lowest projected energy is an upper bound to the lowest singlet energy of the same orbital space. One may therefore rotate the orbitals to lower it. The fields and couplings change with each rotation, and the spin model describes the electrons well only when the pair-breaking terms it omits have little effect on the state of interest.

## Numbers as computed

```
Carbon, cc-pVDZ, quintet ROHF orbitals, frozen 1s pair
Energies are relative to the frozen 1s core
Orbitals M: 4, pairs N: 2
Paired states: 6, all Ms=0 determinants: 36
Paired states for M=20, N=10: 184756, all Ms=0 determinants: 34134779536
Largest map error, three orbital sets: 2.2e-13 eV
h_ss: -62.4767 eV
h_pp (one p orbital): -52.5116 eV
J_ss (same orbital): 16.1089 eV
J_xx (same p orbital): 16.0498 eV
J_sp: 15.4860 eV
J_pp (different p orbitals): 14.4197 eV
K_sp: 3.2046 eV
K_pp (different p orbitals): 0.8150 eV
Constant C: -104.1945 eV
Field B_s: -25.5421 eV
Field B_p: -5.1571 eV
Field difference b = B_s - B_p: -20.3850 eV
Jxy_sp: 6.4091 eV
Jz_sp: 55.5349 eV
Jxy_pp: 1.6301 eV
Jz_pp: 56.0488 eV
Anisotropy Jz/Jxy, sp: 8.665 (no unit)
Anisotropy Jz/Jxy, pp: 34.385 (no unit)
Shift a_s to isotropic form: -21.9164 eV
Shift a_p to isotropic form: -27.2094 eV
Constant C' of isotropic form: -130.0806 eV
Square root for T=1/2: 10.6844 eV
Square root for T=3/2: 12.0401 eV
Lower 1D level (T=1/2): -143.5898 eV
Lower 1D level (T=1/2): -5.276830 hartree
Lower 1S level (T=3/2): -142.5005 eV
Upper 1D level (T=1/2): -122.2211 eV
Upper 1S level (T=3/2): -118.4203 eV
Gap 1S - 1D, lower levels: 1.0894 eV
3 K_pp (gap without s-p pair transfer): 2.4451 eV
3P level, seniority two: -145.2199 eV
Gap 1D - 3P: 1.6301 eV
Probability of empty 2s, lower 1D: 0.02302 (no unit)
Probability of empty 2s, lower 1S: 0.07673 (no unit)
Largest leakage element, atomic orbitals: 1.6e-14 eV
Largest leakage element, hybrids: 3.3393 eV
Hybrid J: 14.2259 eV
Hybrid K: 1.2828 eV
Hybrid field B: -10.2534 eV
Hybrid Jz: 54.3379 eV
Hybrid constant C: -102.0136 eV
Hybrid level S=0, 2-fold: -131.7482 eV
Hybrid level S=1, 3-fold: -129.1825 eV
Hybrid level S=2, 1-fold: -124.0512 eV
Rise of lowest paired energy, hybrids: 11.8417 eV
```
